# Interface-state density from the fall-time derivative of charge-pumping current

An n-channel silicon MOSFET has its source, drain and substrate held at one potential. A periodic trapezoidal pulse of frequency $f$ on its gate drives the surface from inversion to accumulation and back. The gate voltage falls linearly by $\Delta V$ in the fall time $t_f$ and rises linearly by the same amount in the rise time $t_r$. Interface states capture electrons from the channel in one half of the cycle and holes from the substrate in the other, so a direct current $I$, counted positive, flows between channel and substrate.

The problem is to find what the response of $I$ to $t_f$ says about the density $D(E)$ of interface states per area and energy. The rise time, the frequency, both gate levels and the temperature $T$ stay fixed, and the low dwell absorbs the change in $t_f$. Both dwells are long enough for the traps to reach a steady occupancy, which is practically full or empty at the energies probed.

The algebra uses atomic units, with elementary charge 1, so potentials and electron energies share a unit; $k$ is Boltzmann's constant. Energies $E$ are measured from midgap, which is identified with the intrinsic Fermi level. Carrier densities follow Boltzmann statistics, and $n$ and $p$ denote their values at the surface.

## (a) What fraction of the traps keeps its electron?

Write the rate equation for the occupancy $f_t$ of a trap at energy $E$, find its emission rates, and obtain the fraction of upper-gap traps still filled after an emission time $t_{em}$.

**Solution.** A trap can capture an electron, emit one, capture a hole or emit one:

$$\frac{df_t}{dt}=c_n n(1-f_t)-e_n f_t-c_p p f_t+e_p(1-f_t).$$

Here $c_n=\sigma_n v_{th}$ is the electron capture cross-section times the thermal speed, and $c_p$ is its counterpart for holes.

In equilibrium, capture and emission balance separately for each band. With Fermi level $E_F$,

$$n=n_i e^{E_F/kT},\qquad \frac{1-f_t}{f_t}=e^{(E-E_F)/kT},$$

where any trap degeneracy factor is absorbed into $E$. The electron balance gives

$$e_n=c_n n\,\frac{1-f_t}{f_t}=c_n n_i e^{E/kT}.$$

The hole balance, with $p=n_i e^{-E_F/kT}$, gives $e_p=c_p n_i e^{-E/kT}$. These rates are assumed to hold during the pulse as well.

On the falling edge there is an interval in which electrons have left the surface and holes have not arrived. Take it, for now, to run from the threshold voltage $V_T$ to the flat-band voltage $V_{FB}$. The ramp is linear, so

$$t_{em}=\alpha t_f,\qquad \alpha=\frac{V_T-V_{FB}}{\Delta V}.$$

In this interval both capture terms are dropped. Several $kT$ above midgap $e_p\ll e_n$ for comparable capture coefficients, so $df_t/dt=-e_nf_t$. Traps well below the Fermi level at threshold start full, and the filled fraction at the end is

$$P(E)=e^{-x},\qquad x=e_n t_{em}=c_n n_i t_{em}\,e^{E/kT}.$$

## (b) From the current to the density

Treat the boundary between emptied and filled traps as sharp. Differentiate the current with respect to $\ln t_f$ alone and solve for $D$.

**Solution.** An electron emitted to the conduction band returns to source or drain and carries no net charge around the circuit. An electron still trapped when holes arrive recombines with one. It came from the channel and the hole came from the substrate, so one unit of charge is pumped.

On the rising edge, empty traps in the lower half can emit holes before channel electrons arrive. Let $P_h(E)$ be the fraction that does not; it depends on $t_r$. With gate area $A$,

$$I=fA\int D(E)\,P(E)\,P_h(E)\,dE .$$

In the upper half $P_h\simeq1$, and in the lower half $P\simeq1$. The sharp approximation replaces the integral by one between a hole boundary $E_h<0$ and an electron boundary $E_{em}>0$, where $x=1$:

$$I=fA\int_{E_h}^{E_{em}}D(E)\,dE,\qquad E_{em}=-kT\ln(c_n n_i t_{em}).$$

Since $\ln t_{em}=\ln\alpha+\ln t_f$, with $\alpha$ and $c_n$ constant,

$$\frac{\partial E_{em}}{\partial\ln t_f}=-kT .$$

The lower limit does not move when $t_r$ is fixed. Differentiating the integral at its upper limit gives

$$\frac{\partial I}{\partial\ln t_f}=fA\,D(E_{em})\,\frac{\partial E_{em}}{\partial \ln t_f}=-fA\,kT\,D(E_{em}),$$

and therefore

$$\boxed{D(E_{em})=-\frac{1}{fA\,kT}\,\frac{\partial I}{\partial\ln t_f}}$$

The minus sign makes $D$ positive: a slower fall lets more electrons escape and lowers the current. In engineering units each pumped electron carries charge $q$, so the denominator becomes $qfA\,kT$, with $kT$ in eV if $D$ is wanted per eV.

The range is limited on both sides. The boundary lies well inside the upper half if $c_nn_it_{em}\ll1$. For a window that starts at threshold, it must also stay several $kT$ below the Fermi level there, so that the traps it counts start full.

## (c) How sharp is the boundary?

Keep $P=e^{-x}$ and find the area, mean and width of the energy range that is sampled. Then let the cross-section vary as $\sigma_n\propto e^{\beta E/kT}$ with constant $\beta>-1$.

**Solution.** Because $x\propto t_f$, $-\partial P/\partial\ln t_f=xe^{-x}$. Hence

$$-\frac{\partial I}{\partial\ln t_f}=fA\int D(E)\,x e^{-x}\,dE .$$

From $x=e^{(E-E_{em})/kT}$ follow $E=E_{em}+kT\ln x$ and $dE=kT\,dx/x$. The weight is small at midgap and at the conduction-band edge, so the limits can be extended:

$$\int xe^{-x}\,dE=kT\int_0^\infty e^{-x}\,dx=kT .$$

The prefactor of the sharp result is thus right for a uniform density. The moments of $\ln x$ with weight $e^{-x}$ come from $\int_0^\infty x^s e^{-x}dx=\Gamma(1+s)$ and $\ln\Gamma(1+s)=-\gamma s+\pi^2s^2/12+\dots$, where $\gamma$ is Euler's constant. The coefficient of $s$ is the mean and twice that of $s^2$ is the variance:

$$\bar E=E_{em}-\gamma kT,\qquad \Delta E=\frac{\pi}{\sqrt6}\,kT .$$

Expanding $D$ about $\bar E$, the linear term averages to zero, and the extracted density is

$$D(\bar E)+\tfrac12 D''(\bar E)\,(\Delta E)^2+\dots$$

At 300 K, $kT=0.02585$ eV and $\Delta E=0.0332$ eV. Structure in $D$ much narrower than this is smeared out.

With the varying cross-section, $x\propto t_f\,e^{(1+\beta)E/kT}$ and $dE=kT\,dx/[(1+\beta)x]$. The area becomes $kT/(1+\beta)$, so for uniform $D$ the extracted value is $D/(1+\beta)$. A cross-section that rises tenfold per 0.2 eV has $\beta=0.298$ and gives 0.77 of the true density. For a fixed window, a constant tenfold error in $\sigma_n$ leaves the extracted density alone and shifts its energy label by $kT\ln10=0.0595$ eV. In the corrected formula of (d) the window itself depends on $\sigma_n$; for the transistor of (e) the shift is then 0.057 eV and the density changes by less than 1 %.

## (d) The window moves with the ramp

The emission interval does not really run from $V_T$ to $V_{FB}$. Find its effective length from the capture rates, and correct the result of (b).

**Solution.** Let $\psi$ be the surface potential (band bending) and $N_A$ the substrate doping. Then $n=(n_i^2/N_A)e^{\psi/kT}$ and $p=N_Ae^{-\psi/kT}$.

The gate voltage $V(\psi)$ follows from Poisson's equation $\phi''=-\rho/\epsilon$ in silicon of permittivity $\epsilon$. With $u=\phi/kT$,

$$\rho=N_A(e^{-u}-1)-\frac{n_i^2}{N_A}(e^u-1).$$

Multiplying by $\phi'$ and integrating from the neutral bulk gives the surface field. Gauss's law then gives, with oxide capacitance per area $C_{ox}$ and $u=\psi/kT$,

$$V=V_{FB}+\psi+\frac{\mathrm{sgn}(\psi)}{C_{ox}}\sqrt{2\epsilon kTN_A\Big[e^{-u}+u-1+\frac{n_i^2}{N_A^2}(e^u-u-1)\Big]} .$$

Write $V'=dV/d\psi$. The ramp gives $d\psi/dt=-\Delta V/(t_fV')$. Near a point $j$, $n$ therefore falls and $p$ grows exponentially with the time constant

$$\tau_j=kT\,V'_j\,t_f/\Delta V .$$

*Start.* Let $t_1$ be the time when $c_nn\tau_1=1$, so that $c_nn=\tau_1^{-1}e^{-(t-t_1)/\tau_1}$. The empty fraction $g=1-f_t$ is still small and obeys $dg/dt=e_n-c_nn\,g$. Well after $t_1$, once capture has died out, its solution is

$$g=e_n\int_{-\infty}^{t}\exp\!\left[-e^{-(s-t_1)/\tau_1}\right]ds .$$

Substitute $w=e^{-(s-t_1)/\tau_1}$, so that $ds=-\tau_1\,dw/w$. The integral becomes $\tau_1\int_z^\infty e^{-w}dw/w$ with $z=e^{-(t-t_1)/\tau_1}$. For small $z$ this exponential integral is $-\ln z-\gamma$. Thus $g=e_n(t-t_1-\gamma\tau_1)$, and emission effectively starts at $t_1+\gamma\tau_1$.

*End.* Let $t_2$ be the time when $c_pp\tau_2=1$. A trapped electron avoids hole capture until time $t$ with probability $\exp[-e^{(t-t_2)/\tau_2}]$. Integrating this from an earlier time $t'$ gives, by the same exponential integral, the mean time left for emission, $t_2-t'-\gamma\tau_2$.

The effective emission time is therefore $t_2-t_1-\gamma(\tau_1+\tau_2)$, or

$$t_{eff}=\frac{t_f}{\Delta V}\,S,\qquad S=V_1-V_2-\gamma kT(V'_1+V'_2).$$

To leading order in $\tau_j/t_{eff}$, $P=e^{-x}$ with $x=e_nt_{eff}$.

A longer $t_f$ raises both $\tau_j$, so $n$ at the start and $p$ at the end are both lower, in proportion to $1/t_f$ if the variation of $V'_j$ is neglected. Then $d\psi_1/d\ln t_f=-kT$ and $d\psi_2/d\ln t_f=+kT$, and the window shrinks at both edges:

$$\frac{dS}{d\ln t_f}=-kT(V'_1+V'_2).$$

Consequently

$$R\equiv\frac{d\ln t_{eff}}{d\ln t_f}=1-\frac{kT(V'_1+V'_2)}{S},\qquad -\frac{\partial P}{\partial\ln t_f}=R\,xe^{-x}.$$

The area of the weight is now $R\,kT$. The corrected result and its probe energy are

$$D(E_p)\simeq-\frac{1}{R\,fA\,kT}\frac{\partial I}{\partial\ln t_f},\qquad E_p=-kT\ln(c_nn_it_{eff})-\gamma kT .$$

Apart from the energy label, the result of (b) is recovered when $S\gg kT(V'_1+V'_2)$, so that $R\to1$. A wide window in gate voltage is not enough by itself, because a thicker oxide raises $V'_1$ and $V'_2$ along with $S$.

## (e) A transistor with a 5 nm oxide

Use 300 K, $N_A=3\times10^{17}$ cm⁻³, $n_i=10^{10}$ cm⁻³, $\sigma_n=\sigma_p=10^{-15}$ cm² and $v_{th}=10^7$ cm/s. The gate measures 10 µm by 1 µm, and the relative permittivities of silicon and oxide are 11.7 and 3.9. The gate moves between 1.5 V and −2.0 V at 100 kHz, with a 4 µs high dwell and $t_r=1$ µs. With $V_{FB}=-1.0$ V, threshold at $\psi=2kT\ln(N_A/n_i)$ gives $V_T=0.321$ V. The assumed density, with $E$ in eV, is

$$D(E)=2\times10^{10}\left[1+\frac{E}{0.5}+\left(\frac{E}{0.25}\right)^2\right]\ \text{cm}^{-2}\,\text{eV}^{-1}.$$

Recover it from the current at $t_f=1$ µs, and compare other fall times.

**Solution.** The current comes from a periodic numerical solution of the four-process rate equation over the whole pulse, with $V(\psi)$ from (d). No emission window is imposed. The slope is a central difference between fall times multiplied by $e^{\pm0.1}$; refining the time and energy grids together changes it by less than 0.001 %.

At 1 µs, $I=22.5$ pA and $\partial I/\partial\ln t_f=-1.969$ pA. The simple formula gives

$$D=\frac{1.969\times10^{-12}}{(1.602\times10^{-19})(10^5)(10^{-7})(0.02585)}=4.75\times10^{10}\ \text{cm}^{-2}\,\text{eV}^{-1}.$$

Its label follows from $c_nn_i=100$ s⁻¹ and $t_{em}=0.3775$ µs: $E_{em}=-0.02585\ln(3.775\times10^{-5})=0.263$ eV. The input density there is $5.27\times10^{10}$, so the simple result is 10 % low relative to the input.

For the correction, the window edges lie at $\psi_1=0.804$ V and $\psi_2=0.096$ V, with $V'_1=1.268$ and $V'_2=1.839$. The leading-order formula gives an effective time of 0.2696 µs, so $S=3.5\times0.2696=0.944$ V and

$$R=1-\frac{0.02585\times3.107}{0.944}=0.915 .$$

The corrected density is $4.754\times10^{10}/0.915=5.20\times10^{10}$ cm⁻² eV⁻¹, or $3.96\times10^{-5}$ in atomic units, at $E_p=0.257$ eV. The input there is $5.14\times10^{10}$.

The remaining excess of 1 % can be traced. The curvature term of (c), with $D''=6.4\times10^{11}$ cm⁻² eV⁻³, adds $3.5\times10^8$, or 0.7 %. The numerical solution gives $R=0.918$ instead of 0.915, which accounts for the other 0.4 %.

In the table, densities are in $10^{10}$ cm⁻² eV⁻¹, and each input is taken at the energy belonging to the result before it.

| $t_f$ (µs) | simple | input at $E_{em}$ | corrected | input at $E_p$ |
|---|---|---|---|---|
| 0.3 | 5.34 | 5.95 | 5.82 | 5.76 |
| 1 | 4.75 | 5.27 | 5.20 | 5.14 |
| 3 | 4.26 | 4.71 | 4.68 | 4.63 |

This decade of fall time moves $E_p$ from 0.286 to 0.231 eV. The scan covers a narrow strip of the gap, because the boundary moves only logarithmically.

## (f) Why the fall time alone, and how a real device differs

Find what happens if both edges are varied together, or if the dwells are held fixed instead of the period. Then judge the neglected effects.

**Solution.** The rising edge repeats the argument with electrons and holes exchanged, so varying $t_r$ samples the lower half of the gap. Here its slope is −1.187 pA. Varying both edges by the same factor gives −3.156 pA, the sum of the two slopes. Assigned to the upper half, that would give 1.60 times the density found from the fall time alone.

If the dwells are fixed, the period grows with $t_f$. Since $1/f$ then contains $t_f$ as a term, $df/d\ln t_f=-f^2t_f$, and the slope gains $-If t_f$:

$$-1.969-22.547\times0.1=-4.224\ \text{pA}.$$

The numerical solution gives −4.225 pA, 2.15 times the slope at fixed period. The added term measures the total pumped charge, not the density at the boundary.

The parameters are rough typical values for a silicon transistor with a thermal oxide, and a midgap density near $10^{10}$ cm⁻² eV⁻¹ is typical of a good annealed interface. The oxide fields are 2.9 MV/cm in inversion and 1.7 MV/cm in accumulation, below the roughly 10 MV/cm of breakdown. A rough tunnelling estimate gives $6\times10^{-12}$ pA for a tunnelling mass of 0.5 electron masses and about $2\times10^{-6}$ pA for 0.3. Both are negligible here, but the current grows exponentially as the oxide is thinned. Electrons diffuse out of the channel in about 0.13 ns, far less than the emission time; this time grows as the square of the channel length. The electron density at the start of the window is $4\times10^{-4}$ of the conduction-band effective density of states, so Boltzmann statistics hold there. They fail in both dwells, where the surface densities exceed the effective densities of states; the probed traps are saturated then, and Fermi–Dirac statistics change the oxide fields by about 1 %. The charge of the pumped traps shifts the gate voltage by about 3 mV, and recharging all traps in the gap would shift it by of order 10 mV, against a window of 0.94 V. A temperature error of 5 K changes $kT$ by 1.7 % and, mainly through $n_i$, moves the energy label by 6 to 7 meV, depending on the form taken for $n_i(T)$.

With the fall time varied alone at fixed period, an energy-dependent cross-section is the largest effect on the density sized here: the variation assumed in (c) lowers it by 22 to 23 %. Quantum confinement, field-enhanced emission, traps inside the oxide and lateral nonuniformity are left out, and their effect on the density is not estimated. The first two need not be small for the energy label. The field in the silicon runs from 0.27 to 0.08 MV/cm across the window, which puts the lowest electron subband of a triangular well about 0.07 to 0.03 eV above the band edge and would lower the barrier of a Coulombic trap by about 0.12 to 0.06 eV. In a real device the label can therefore be uncertain by more than $kT$. The numerical output follows the text.

## Numbers as computed

```
temperature 300 K; kT 0.02585 eV
oxide 5.0 nm; gate 10 x 1 um
doping 3.0e+17 cm^-3; n_i 1.0e+10 cm^-3 (rough)
cross-section 1.0e-15 cm^2; v_th 1.0e+07 cm/s (rough)
gate levels 1.50, -2.00 V; swing 3.50 V
flat band -1.000 V; threshold 0.321 V; alpha 0.3775
frequency 100 kHz; period 10.0 us
high dwell 4.0 us; rise time 1.0 us
assumed midgap density 2.00e+10 cm^-2 eV^-1
ideal weight area / kT 1.000000
ideal boundary 0.2633 eV; weight mean 0.2484 eV
ideal weight standard deviation 0.0332 eV
-- fall time 0.3 us: current 25.063 pA
   dI/dln(fall time) -2.2123 pA
   simple boundary 0.2944 eV above midgap
   probe energy: formula 0.2858, kinetics 0.2856 eV
   factor R: formula 0.9176, kinetics 0.9227
   D simple 5.341e+10, input at boundary 5.951e+10 cm^-2 eV^-1
   D corrected 5.821e+10, input at probe 5.757e+10 cm^-2 eV^-1
-- fall time 1.0 us: current 22.547 pA
   dI/dln(fall time) -1.9690 pA
   simple boundary 0.2633 eV above midgap
   probe energy: formula 0.2571, kinetics 0.2570 eV
   factor R: formula 0.9149, kinetics 0.9183
   D simple 4.754e+10, input at boundary 5.271e+10 cm^-2 eV^-1
   D corrected 5.196e+10, input at probe 5.143e+10 cm^-2 eV^-1
-- fall time 3.0 us: current 20.498 pA
   dI/dln(fall time) -1.7640 pA
   simple boundary 0.2349 eV above midgap
   probe energy: formula 0.2310, kinetics 0.2310 eV
   factor R: formula 0.9102, kinetics 0.9127
   D simple 4.259e+10, input at boundary 4.705e+10 cm^-2 eV^-1
   D corrected 4.679e+10, input at probe 4.632e+10 cm^-2 eV^-1
the next lines are for the 1 us fall time
D corrected in atomic units 3.959e-05
emission time: simple 0.3775, effective 0.2696 us
window surface potentials 0.8039, 0.0958 V
dV_G/dpsi at window edges 1.268, 1.839
slope shift on refining both grids 0.000 %
rise time alone: slope -1.1870 pA
both edges: slope -3.1561 pA, 1.603 times fall alone
fixed dwells: slope -4.2248 pA, 2.146 times fixed period
tenfold cross-section error: energy shift 0.0595 eV
cross-section rising tenfold per 0.2 eV: beta 0.298, D ratio 0.771
oxide field: high 2.92, low 1.74 MV/cm
rough tunnel inputs: 3.1 eV, mass 0.5 m_e, attempt 1e+14 /s
tunnel current estimate 6.1e-12 pA
channel transit 0.131 ns at 300 cm2/Vs (rough)
electron density / N_c at window start 3.8e-04
trap-charge voltage shift 3.26 mV
5 K temperature error changes kT by 1.67 %
```
